# Why straight exchange keeps an fcc (100) adatom on one checkerboard

Turn an fcc (100) surface through half a revolution about the vertical axis through one of its surface atoms. The crystal is unchanged, and each hollow site next to that atom goes to the hollow diagonally opposite. Now turn it about the vertical axis through a bridge, the midpoint between two neighbouring surface atoms. The crystal is again unchanged, but the hollow on one side of the bridge goes to the hollow on the other side, its nearest neighbour. If the saddle of a jump has such an axis, and the half-turn exchanges the beginning of the jump with its end, then the displacement is fixed without any knowledge of the forces:

$$
\mathbf d = 2\,(\mathbf c-\mathbf r),
$$

where $\mathbf r$ is the starting hollow and $\mathbf c$ the position of the axis in the surface plane. A half-turn takes $\mathbf r$ to $2\mathbf c-\mathbf r$, and subtracting $\mathbf r$ gives the formula. Exchange turns about an atom and hopping turns about a bridge. The difference between a checkerboard and the full set of hollows follows from this change of axis.

## The two moves on the lattice of hollows

Let $a$ be the edge of the cubic cell. Neighbouring atoms in the (100) surface are a distance $s=a/\sqrt2$ apart and form a square lattice. The hollows form an equal lattice, shifted by half a cell in both directions. Label a hollow by integers $(i,j)$ and put it at $s(i,j)$. The surface atoms are then at $s(i+\tfrac12,j+\tfrac12)$.

Take an adatom in the hollow $(0,0)$. The bridge on its right is at $\mathbf c=s(\tfrac12,0)$, so a hop over it gives

$$
\mathbf d_{\rm h}=s(1,0),\qquad |\mathbf d_{\rm h}|=s .
$$

The other three bridges give $s(-1,0)$ and $s(0,\pm1)$.

In an exchange the adatom sinks into the place of one of the four surface atoms beneath it, and that atom rises and becomes the new adatom. "The adatom" therefore means the extra atom on top, whichever atom that happens to be. If the surface atom at $\mathbf c=s(\tfrac12,\tfrac12)$ is replaced,

$$
\mathbf d_{\rm x}=s(1,1),\qquad |\mathbf d_{\rm x}|=\sqrt2\,s=a .
$$

The other three surface atoms give the remaining sign combinations of $s(\pm1,\pm1)$.

This is the straight exchange, in which the pushed atom leaves on the side opposite to the one where the adatom came in. In a bent exchange it would leave into a side hollow, $(1,0)$ or $(0,1)$. Of these two kinds of exchange only the straight one keeps the adatom on a checkerboard, so in what follows "exchange" without an adjective means the straight exchange. Whether the atom really leaves on the opposite side is a question about the saddle.

## Why the atom leaves on the opposite side

At the saddle of the straight exchange two atoms straddle one vacated surface site. The half-turn about that site interchanges them. Since they are identical, it carries the saddle configuration $X$ into itself.

Suppose that $X$ is a minimum of the energy among all configurations with this symmetry, and that it has a single downhill mode $u$ when the symmetry is given up. The half-turn leaves the energy unchanged, so it must turn the single mode $u$ into $+u$ or $-u$. The plus sign would make $u$ a symmetric displacement that lowers the energy, contrary to the supposition. Hence $u$ turns into $-u$, and the half-turn carries the downhill path that starts along $+u$ into the one that starts along $-u$. Their end points are images of each other. If one path ends with the adatom in $(0,0)$, the other ends with it in $(1,1)$.

The two suppositions can be examined in a model crystal. Measure lengths in bulk neighbour distances and energies in cohesive energies per atom, and take the second-moment form

$$
E=\sum_i\Big[A\sum_{j\ne i}e^{-p(r_{ij}-1)}-\xi\Big(\sum_{j\ne i}e^{-2q(r_{ij}-1)}\Big)^{1/2}\Big].
$$

The first term is a repulsion between pairs. The second is the band energy, which grows as the square root of a sum over neighbours and so makes each bond depend on the others. The round values $p=10$ and $q=2.5$ are chosen, both exponentials are switched off smoothly between distances 1.8 and 2.3, and $A$ and $\xi$ follow from a bulk energy of $-1$ per atom at zero pressure. The surface is a periodic slab of four layers with 25 atoms each, of which the upper two layers and the adatom can move. It stands for a generic close-packed metal, here set up in the fcc arrangement, and not for a particular element. In the bulk the potential hardly distinguishes fcc from hcp, so it should not be used to decide between them.

The relaxed straight saddle has one downhill mode, as supposed. Its two atoms are 0.91 neighbour distances apart. The numerical output measures positions from a surface atom, so there the replaced atom sits at $(2,2)$ and the adatom starts at $(1.5,1.5)$. The two descents end at $(1.5,1.5)$ and $(2.5,2.5)$, which are diagonal neighbours, and a different atom is on top in each. The bridge saddle also has one downhill mode. Its descents end at $(1.5,1.5)$ and $(1.5,2.5)$, nearest neighbours, with the same atom on top.

For the bent exchange the corresponding symmetric configuration has a mirror plane through the vacated site in place of the half-turn. The calculation starts with the two atoms on the same side of that site, near two neighbouring hollows, and relaxes them without breaking the mirror symmetry. In the model the resulting configuration lies 0.32 above the adatom in its hollow, against 0.23 for the straight saddle. It too has one downhill mode. By the argument just given, with the mirror in place of the half-turn, its two descents are mirror images. If one of them leads to the starting hollow, the other leads to a side hollow. Followed downhill, they end at $(1.5,1.5)$ and $(2.5,1.5)$, nearest neighbours, with a different atom on top in each. The bent exchange is therefore a real path of the model.

So in this slab the straight exchange is cheaper than the bent one by about 0.09 cohesive energies, which disfavours the bent exchange but does not forbid it. The hop, at 0.13, is cheaper than either. The exchange energies are not converged in the size of the slab. With 49 to 81 atoms per layer and three to five movable layers, the straight barrier falls to 0.20–0.21, the bent one falls to 0.30–0.31, and their difference rises to about 0.10. The hop stays at 0.13 and the order of the three barriers is unchanged. With equal prefactors this model surface would diffuse mainly by hopping at low temperature. It serves to show where the saddles lead. Which mechanism wins on a given metal depends on that metal's barriers.

## A conserved sign

Give every hollow the sign

$$
\sigma(i,j)=(-1)^{i+j},
$$

as the squares of a chessboard have colours. A move by $(m,n)$ multiplies it by $(-1)^{m+n}$. For a straight exchange $m+n$ is $2$, $0$ or $-2$, so the factor is $+1$. For a hop $m+n=\pm1$, and the factor is $-1$. An adatom that starts on a white square and moves by straight exchange alone stays on white squares, for any number of moves, in any order, at any temperature. The rates do not enter.

This shows that exchange cannot leave its sublattice. It remains to show that it reaches all of it. Let $(m,n)$ be a site with $m+n$ even. We look for integers $\alpha$ and $\beta$ with

$$
(m,n)=\alpha(1,1)+\beta(1,-1).
$$

The two components say $\alpha+\beta=m$ and $\alpha-\beta=n$. Half the sum and half the difference of these equations give

$$
\alpha=\frac{m+n}{2},\qquad \beta=\frac{m-n}{2}.
$$

The first is an integer because $m+n$ is even. The second is an integer because $m-n=(m+n)-2n$ is even too. Thus $|\alpha|+|\beta|$ exchanges lead to the site, where a negative coefficient means the reversed move. For hops the same question is answered by $(m,n)=m(1,0)+n(0,1)$, which has integer coefficients for every site.

The sites visited by exchange form a square lattice with the edge vectors $s(1,1)$ and $s(1,-1)$. Its cell has the area

$$
s^2\left|\det\begin{pmatrix}1&1\\1&-1\end{pmatrix}\right|=2s^2=a^2,
$$

whereas the hop lattice has the cell area $s^2=a^2/2$. A map of the positions visited by exchange is therefore a square mesh of edge $a$, turned by 45° against the mesh of all hollows, whose edge is $s$.

In a patch of $21\times21=441$ hollows with the start at its centre, listing every site that can be reached gives 441 for hops and 221 for exchange. The second number exceeds half of 441 by one half because the patch is odd and the centre has the favoured colour.

## What "visits every site" means

A hop reverses the sign each time, so after an even number of hops the adatom is on its original sublattice and after an odd number on the other. Hopping covers all sites over the course of time, although after a known number of hops half of them are excluded.

On a finite periodic terrace the adatom does reach every accessible site, with probability one. Let $K$ be the largest number of moves needed to get from one accessible site to another. From wherever the adatom is, the shortest route to the target has a probability of at least $4^{-K}$, because each move has four equally likely directions. The probability of missing the target throughout $nK$ moves is then at most $(1-4^{-K})^n$, which tends to zero as $n$ grows.

The number of accessible sites $M$ shows up in the mean number of moves before the adatom returns to its start. Let $h(x)$ be the mean number of moves from site $x$ to the start, with $h=0$ at the start itself, and let $\bar h(x)$ be the average of $h$ over the four sites that can follow $x$. For every other site, one move is made and the wait continues from the new site, so $h(x)=1+\bar h(x)$. The mean return number is $R=1+\bar h(\text{start})$. Now sum $\bar h$ over all $M$ sites:

$$
\sum_x\bar h(x)=\sum_{x\neq{\rm start}}\big[h(x)-1\big]+(R-1)=\sum_x h(x)-M+R .
$$

Each site follows four others with weight $\tfrac14$ each, so the left side is also $\sum_x h(x)$. It follows that $R=M$.

On a terrace of $12\times12=144$ hollows, solving the linear equations for $h$ gives mean returns of 144.0 moves for hops and 72.0 for exchange. The exchanging adatom returns twice as soon because it has half as many sites to wander over. The site that takes longest to reach for the first time needs 288 hops on average, or 127 exchanges within the one sublattice. The periodic edge must be even here. With an odd edge $L$, the labels $(i,j)$ and $(i+L,j)$ would denote the same hollow with opposite colours, so exchange could pass from one sublattice to the other by going round the terrace.

## When both mechanisms act

On a real surface no mechanism is switched off completely. Let $\Gamma_{\rm h}$ and $\Gamma_{\rm x}$ be the total rates of hops and straight exchanges, each summed over four equally likely directions, and let $\pi(t)$ be the mean of $\sigma$, with $\pi(0)=1$. In a short time $dt$ an exchange leaves $\sigma$ as it is. A hop occurs with probability $\Gamma_{\rm h}dt$ and changes $\sigma$ into $-\sigma$, a change of $-2\sigma$. Therefore

$$
\frac{d\pi}{dt}=-2\Gamma_{\rm h}\pi,\qquad \pi(t)=e^{-2\Gamma_{\rm h}t}.
$$

If $P$ is the probability of being on the other sublattice, then $\pi=(1-P)-P=1-2P$, and

$$
P(t)=\tfrac12\left(1-e^{-2\Gamma_{\rm h}t}\right).
$$

For $\Gamma_{\rm h}t\ll1$ this is $P\approx\Gamma_{\rm h}t$, the probability that one hop has occurred. For $\Gamma_{\rm h}t\gg1$ it tends to one half, and the memory of the starting colour is gone. The memory time is $1/(2\Gamma_{\rm h})$. The exchange rate is absent from the law: frequent exchange neither protects nor destroys the memory.

Any other event that changes $i+j$ by an odd number, such as a bent exchange, adds its rate to $\Gamma_{\rm h}$ in this law. An event that changes it by an even number adds nothing. A direct jump to a diagonal hollow over the top of a surface atom would also keep the colour. A checkerboard map thus shows that odd moves are rare, but by itself it does not prove that atoms have changed places.

The diffusion coefficient sees both mechanisms. The four directions of each move average to zero, so successive moves are uncorrelated and their squared lengths add:

$$
\langle r^2\rangle=(\Gamma_{\rm h}s^2+\Gamma_{\rm x}a^2)\,t=4Dt,
\qquad
D=\tfrac14\left(\Gamma_{\rm h}s^2+\Gamma_{\rm x}a^2\right).
$$

At equal rates exchange contributes twice as much as hopping, because $a^2=2s^2$. A value of $D$ alone does not tell the mechanisms apart. The colours of the visited sites show whether hops occur: every hop changes the colour, whereas any number of straight exchanges leaves it as it was. A map of the visited colours alone does not give the share of each mechanism, because even rare hops eventually bring the adatom onto both colours. The order in which the colours follow one another does give it: with only these two mechanisms, the fraction of moves that change the colour is $\Gamma_{\rm h}/(\Gamma_{\rm h}+\Gamma_{\rm x})$.

## Numbers for an aluminium-like surface

Aluminium is an interconnect metal for whose (100) surface calculations favour exchange. Rough values in its regime are $a=0.40$ nm, an exchange barrier of 0.25 eV and a hop barrier of 0.50 eV. A common prefactor $\nu=10^{13}\ \mathrm{s^{-1}}$ for each direction is assumed. Each total rate is $4\nu e^{-E/kT}$.

At 100 K, a temperature suited to watching single adatoms and far below the usual service temperature of an interconnect,

$$
\Gamma_{\rm x}=4\times10^{13}\,e^{-0.25\,{\rm eV}/kT}\ \mathrm{s^{-1}}=10\ \mathrm{s^{-1}},
\qquad
\Gamma_{\rm h}=2.5\times10^{-12}\ \mathrm{s^{-1}} .
$$

There are $4\times10^{12}$ exchanges for each hop. The memory time is $1/(2\times2.5\times10^{-12}\ \mathrm{s^{-1}})=2\times10^{11}$ s, so within this model no observer would see the second sublattice. With $a=4.0\times10^{-8}$ cm, the diffusion coefficient is $D=10\times(4.0\times10^{-8})^2/4=4\times10^{-15}\ \mathrm{cm^2/s}$.

At 373 K, a warm service temperature, the rates are $\Gamma_{\rm x}=1.7\times10^{10}\ \mathrm{s^{-1}}$ and $\Gamma_{\rm h}=7.0\times10^{6}\ \mathrm{s^{-1}}$. Exchange still wins by a factor of 2400 and sets $D=6.7\times10^{-6}\ \mathrm{cm^2/s}$. Yet the memory time is now $1/(2\times7.0\times10^6\ \mathrm{s^{-1}})=7\times10^{-8}$ s, and after one second both sublattices are equally likely. Diffusion can be almost pure exchange in its rate while the adatom visits hollows of both colours.

The same comparison gives a condition on odd events that have been left out. Suppose one has four directions, the prefactor $\nu$ and a barrier $E$. The memory lasts for a time $t$ if $4\nu e^{-E/kT}<1/(2t)$, which means

$$
E>kT\ln(8\nu t).
$$

For $t=1$ s this requires 0.28 eV at 100 K, 0.83 eV at 300 K and 1.03 eV at 373 K. At the threshold itself $\pi$ has fallen to $1/e$, so a clean checkerboard needs a somewhat higher barrier. The hop at 0.50 eV passes at 100 K and fails at the other two temperatures. A bent exchange has eight routes, two to each side hollow, which raises its threshold by $kT\ln 2$, or 0.006 eV at 100 K. It would still have to lie above 0.28 eV at that temperature, only slightly above the straight exchange at 0.25 eV. Its barrier on aluminium is not known from the generic model, so this remains a condition on the prediction.

Terraces also end. In a strip of width $w$ whose edges capture the adatom, the mean time $\tau(x)$ to reach an edge from a distance $x$ off the centre line obeys $D\tau''=-1$ with $\tau(\pm w/2)=0$. The solution is $\tau=(w^2/4-x^2)/(2D)$, which is $w^2/(8D)$ at the centre. For $w=50$ nm this gives 780 s at 100 K, far less than the memory time, so there the walk ends at a step before the colour is lost. At 300 K the two times are nearly equal, both about 3 µs. At 373 K the edge is reached after 0.47 µs, more than six memory times.

Tunnelling hardly changes the exchange rate here. In an exchange each of two atoms moves by about $s$, so the combined path has the length $\sqrt{s^2+s^2}=a$. A cosine barrier of height $E$ along it has the curvature $-2\pi^2E/a^2$ at its top, hence $\omega^2=2\pi^2E/(ma^2)$ for atoms of mass $m$. With $m=27$ u the leading tunnelling factor in the rate, $1+(\hbar\omega/kT)^2/24$, is 1.03 at 100 K and 1.002 at 373 K. It changes the speed of the straight exchange and not its displacement.

The assumption that real interconnects break most severely is that of a bare, perfect terrace. An aluminium line is covered by oxide or by other layers and contains grain boundaries, so the rates above do not describe transport in a finished line. They are closer to the situation of an adatom on a clean film during growth, before it meets a step or another adatom. Even there the barriers and prefactors are rough. At fixed barriers, a hop prefactor ten times larger shortens the memory time tenfold. An error in the hop barrier enters exponentially, and it matters most at low temperature. These uncertainties affect how long the colour is remembered. They do not change the displacement of a straight exchange, and so such an exchange keeps the colour whatever the rates are.

## Computed results

```
MODEL POTENTIAL (energies in cohesive energies)
bridge-hop barrier: 0.1286
straight-exchange barrier: 0.2334
bent configuration above hollow: 0.3199
downhill modes, bridge / straight / bent: 1 / 1 / 1
saddle pair distance: 0.910 neighbour distances
straight saddle leads to hollows: (2.5, 2.5) and (1.5, 1.5)
bridge saddle leads to hollows: (1.5, 1.5) and (1.5, 2.5)
SITES
hollows in 21 x 21 patch: 441
reached by hops: 441
reached by exchange: 221
cell area ratio, hop / exchange: 1 / 2
periodic terrace: 12 x 12 = 144 hollows
mean moves to return, hops: 144.0
mean moves to return, exchange: 72.0
longest mean first visit, hops: 288.2 moves
longest mean first visit, exchange: 127.4 moves
EXAMPLE INPUTS (rough)
a = 0.40 nm, s = 0.283 nm
barriers: exchange 0.25 eV, hop 0.50 eV
prefactor per direction: 1.0e+13 1/s
atomic mass: 27 u, terrace: 50 nm
observation time: 1 s
AT 100 K
exchange rate 1.006e+01 1/s, hop rate 2.530e-12 1/s
exchanges per hop: 3.976e+12
D = 4.024e-15 cm2/s
checkerboard memory time: 1.976e+11 s
other-sublattice fraction after 1 s: 2.530e-12
barrier needed for 1 s memory: 0.276 eV
tunnelling factor on exchange rate: 1.0268
mean time to terrace edge: 7.766e+02 s
AT 300 K
exchange rate 2.525e+09 1/s, hop rate 1.594e+05 1/s
exchanges per hop: 1.584e+04
D = 1.010e-06 cm2/s
checkerboard memory time: 3.137e-06 s
other-sublattice fraction after 1 s: 5.000e-01
barrier needed for 1 s memory: 0.828 eV
tunnelling factor on exchange rate: 1.0030
mean time to terrace edge: 3.094e-06 s
AT 373 K
exchange rate 1.676e+10 1/s, hop rate 7.020e+06 1/s
exchanges per hop: 2.387e+03
D = 6.704e-06 cm2/s
checkerboard memory time: 7.123e-08 s
other-sublattice fraction after 1 s: 5.000e-01
barrier needed for 1 s memory: 1.029 eV
tunnelling factor on exchange rate: 1.0019
mean time to terrace edge: 4.661e-07 s
```
